# Andreev Phase and Residual Normal Reflection at a Clean NS Step, part 1

(Sections cited here and not found follow in the second part.)

## I. The modes and the Andreev phase

Q: An electron in a normal metal arrives at a superconductor with an energy inside the gap. No propagating state is available to it on the far side. Why should it not simply bounce back, as it would from any wall?

A: A wall reverses the momentum of the electron. A pair potential does something else: it couples the electron to a hole of nearly the same wavevector. To see which process wins, we need the waves on both sides and the conditions that join them.

Take one dimension, with a normal metal N at $x<0$ and a superconductor S at $x>0$. Both have the same mass and the same Fermi energy $\mu$, there is no barrier, and the pair potential is a step of height $\Delta e^{i\varphi}$ for $x>0$ and zero for $x<0$, with $\Delta>0$. This is a mean-field model with a prescribed pair potential. I use Rydberg units, $\hbar=2m=1$, so that the kinetic energy is $k^2$ and $\hbar v_F=2k_F$, with $k_F=\sqrt\mu$. With $H_0=-d^2/dx^2-\mu$, the Bogoliubov-de Gennes equations for the electron component $u$ and hole component $v$ are

$$H_0u+\Delta e^{i\varphi}v=Eu,\qquad \Delta e^{-i\varphi}u-H_0v=Ev .$$

Energies are measured from the Fermi level, and I take $0\le E<\Delta\ll\mu$.

Q: In N the two equations separate. What are the waves, and which of them move towards the step?

A: For $u\propto e^{ikx}$ the first equation gives $E=k^2-\mu$, so $k=\pm k_e$ with $k_e=\sqrt{\mu+E}$. The group velocity is $dE/dk=2k$, and $e^{ik_ex}$ moves to the right.

For $v\propto e^{ikx}$ the second equation gives $E=\mu-k^2$, so $k=\pm k_h$ with $k_h=\sqrt{\mu-E}$. Now $dE/dk=-2k$. A hole that moves to the left, away from the step, therefore has the wave $e^{+ik_hx}$. The state in N with one incident electron is

$$u=e^{ik_ex}+b\,e^{-ik_ex},\qquad v=a\,e^{ik_hx}.$$

Here $b$ is the amplitude for normal reflection and $a$ the amplitude for Andreev reflection, in which a hole returns.

Q: The plus sign in the hole wave matters. Can you support it without the group velocity?

A: The conserved current gives the same answer. Solve the two equations for the second derivatives:

$$u''=-(\mu+E)u+\Delta e^{i\varphi}v,\qquad v''=-(\mu-E)v-\Delta e^{-i\varphi}u .$$

Since $u'^*u'$ is real, the derivative of $\mathrm{Im}(u^*u')$ is $\mathrm{Im}(u^*u'')$. The term with $\mu+E$ is real and drops out, which leaves $\Delta\,\mathrm{Im}(e^{i\varphi}u^*v)$. In the same way

$$\frac{d}{dx}\mathrm{Im}(v^*v')=-\Delta\,\mathrm{Im}(e^{-i\varphi}v^*u)=\Delta\,\mathrm{Im}(e^{i\varphi}u^*v),$$

because $v^*ue^{-i\varphi}$ is the complex conjugate of $u^*ve^{i\varphi}$. The two derivatives are equal, so the quasiparticle current

$$J=2\,\mathrm{Im}(u^*u'-v^*v')$$

does not depend on $x$. A hole wave $e^{ik_hx}$ contributes $-2k_h$, a current to the left.

Q: Now the superconductor. If no state propagates there, what do you match to?

A: To decaying waves. Put $(u,v)=(u_0,v_0)e^{iqx}$ and $\xi=q^2-\mu$. The equations become

$$(\xi-E)u_0+\Delta e^{i\varphi}v_0=0,\qquad \Delta e^{-i\varphi}u_0-(\xi+E)v_0=0 .$$

A nonzero solution needs a vanishing determinant, $-(\xi-E)(\xi+E)-\Delta^2=0$, so $\xi^2=E^2-\Delta^2$. Below the gap $\xi$ is imaginary:

$$\xi=\pm i\Omega,\qquad \Omega=\sqrt{\Delta^2-E^2}.$$

The first of the two equations gives the ratio $v_0/u_0=e^{-i\varphi}(E-\xi)/\Delta$. Since $E^2+\Omega^2=\Delta^2$, there is an angle $\alpha$ with $\cos\alpha=E/\Delta$ and $\sin\alpha=\Omega/\Delta$. It is $\alpha=\arccos(E/\Delta)$, between $0$ and $\pi/2$. Hence

$$\xi=+i\Omega:\ \frac{v_0}{u_0}=e^{-i(\alpha+\varphi)},\qquad \xi=-i\Omega:\ \frac{v_0}{u_0}=e^{i(\alpha-\varphi)} .$$

Q: Each value of $\xi$ gives two values of $q$. That makes four waves.

A: Two of them grow with $x$ and are excluded. Let $p=\sqrt{\mu+i\Omega}$ be the root with positive real part, and write $p=P+i\kappa$. Squaring gives $2P\kappa=\Omega$, so $\kappa>0$. For $\xi=+i\Omega$ the roots are $q=\pm p$, and $e^{ipx}=e^{iPx-\kappa x}$ is the one that decays. For $\xi=-i\Omega$ the roots are $q=\pm p^*$, and the decaying wave is $e^{-ip^*x}=e^{-iPx-\kappa x}$.

So one permitted wave lies near $+k_F$ and the other near $-k_F$. To leading order $\kappa=\Omega/(2k_F)$, and the amplitude decays over $1/\kappa=\hbar v_F/\Omega$. This is much longer than a Fermi wavelength when $\Delta\ll\mu$.

Q: Before you match, what becomes of $\varphi$? I would like to carry one phase at a time.

A: Write $v=e^{-i\varphi}\tilde v$. The first equation then contains $\Delta\tilde v$. The second, multiplied by $e^{i\varphi}$, contains $\Delta u$. The phase has left the equations, so we may solve with $\varphi=0$ and multiply the hole amplitude $a$ by $e^{-i\varphi}$ at the end. The amplitude $b$ is unaffected.

With $\varphi=0$ and amplitudes $c$ and $d$ for the two decaying waves, the state in S is

$$u=c\,e^{ipx}+d\,e^{-ip^*x},\qquad v=c\,e^{-i\alpha}e^{ipx}+d\,e^{i\alpha}e^{-ip^*x}.$$

Q: The pair potential jumps at $x=0$. Are you sure that the derivatives do not?

A: The expressions for $u''$ and $v''$ contain a finite jump and no delta function. Integrating them across a vanishing interval gives no change in $u'$ or $v'$. A delta-function barrier would change this, but we have none. Continuity of $u$, $v$, $u'$ and $v'$, with a common factor $i$ removed from the last two, gives

$$1+b=c+d, \tag{1}$$
$$a=c\,e^{-i\alpha}+d\,e^{i\alpha}, \tag{2}$$
$$k_e(1-b)=p\,c-p^*d, \tag{3}$$
$$k_ha=p\,e^{-i\alpha}c-p^*e^{i\alpha}d. \tag{4}$$

These are four linear equations for four unknowns.

Q: What do they say when $\Delta$ is tiny compared with $\mu$?

A: The wavevectors $k_e$, $k_h$, $p$ and $p^*$ then differ from $k_F$ by relative amounts of order $\Delta/\mu$. The Andreev approximation replaces all four by $k_F$ in the matching conditions. Equations (3) and (4) become

$$1-b=c-d,\qquad a=c\,e^{-i\alpha}-d\,e^{i\alpha}.$$

Adding the first of these to (1) gives $2=2c$, so $c=1$. Subtracting it from (1) gives $b=d$. Subtracting the second from (2) gives $2d\,e^{i\alpha}=0$, so $d=0$. Therefore

$$b=0,\qquad a=e^{-i\alpha}=e^{-i\arccos(E/\Delta)} .$$

The reflected hole has unit amplitude and phase $-\arccos(E/\Delta)$. With the pair phase restored, $a=e^{-i(\alpha+\varphi)}$.

Q: You dropped the imaginary part of $p$, and that part is what makes the wave decay. Is this consistent?

A: In the matching conditions $\kappa$ is compared with $k_F$, and the ratio is of order $\Delta/\mu$. In the exponent $e^{-\kappa x}$ it multiplies a distance that may be as long as $1/\kappa$, so there it must be kept. The choice of decaying waves has also left its mark on the ratio $v_0/u_0$. That ratio contains $\Omega/\Delta$, which does not shrink with $\Delta/\mu$, and it supplies the phase.

Q: Then the sign of the phase rests on having chosen the decaying wave. Is there a physical reason for it to be negative?

A: There is, because the sign decides whether the hole leaves late or early. Build an incident packet from waves $e^{i(k_ex-Et)}$ with real weights concentrated near one energy, so that its centre reaches $x=0$ at $t=0$. The reflected hole at $x=0$ has the phase $\vartheta(E)-Et$, with $\vartheta=-\arccos(E/\Delta)$. Its centre leaves when this phase is stationary in energy:

$$t=\frac{d\vartheta}{dE}=\frac{1}{\sqrt{\Delta^2-E^2}}=\frac1\Omega .$$

In ordinary units this is a delay $\hbar/\Omega$, equal to the decay length $\hbar v_F/\Omega$ divided by $v_F$. The opposite sign would make the hole leave before the electron arrives. The estimate needs a packet whose energy spread is small compared with its distance from the gap edge.

Q: An electron goes in and a hole comes out. Where has the charge gone?

A: Into the condensate, over the decay length. Counted in electrons, the particle current that carries charge is $J_c=2\,\mathrm{Im}(u^*u'+v^*v')$. The hole term has changed sign relative to $J$ because a hole carries the opposite charge. Adding the two derivatives found above gives, for $\varphi=0$,

$$\frac{dJ_c}{dx}=4\Delta\,\mathrm{Im}(u^*v).$$

In the Andreev approximation $c=1$ and $d=0$, so $u^*v=e^{-i\alpha}e^{-2\kappa x}$ and the right side is $-4\Omega e^{-2\kappa x}$. Its integral over S is $-2\Omega/\kappa=-4k_F$. In N the incident electron supplies $2k_F$ and the returning hole another $2k_F$. The current $J_c=4k_F$, two electrons for each one incident, is thus handed over to the pairs.

Q: What happens at the two ends of the energy range?

A: At $E=0$ the phase is $-\pi/2$. As $E$ rises to $\Delta$ it goes to zero, while the delay and the decay length grow without limit. The model with an infinitely long superconductor is therefore most demanding close to the gap edge, where a real electrode must be several times longer than $\hbar v_F/\Omega$, so that the decaying waves are negligible at its far end.

Q: A phase can be changed by moving the origin. Does yours have any meaning beyond your choice of $x=0$?

A: It refers to the position of the step. If the step lies at $x_0$, the incident wave reaches it with an extra factor $e^{ik_ex_0}$, and the hole wave $e^{ik_h(x-x_0)}$ brings $e^{-ik_hx_0}$. So $a$ is multiplied by $e^{i(k_e-k_h)x_0}$. Since

$$k_e-k_h=\frac{k_e^2-k_h^2}{k_e+k_h}=\frac{2E}{k_e+k_h}\approx\frac{E}{k_F},$$

a shift by one Fermi wavelength, $2\pi/k_F$, changes the phase by about $2\pi E/\mu$, which is small for $E\ll\mu$. A closed path removes the choice of origin altogether.

Q: Show me such a path, and an energy that depends on the phase.

A: End the normal metal with a hard wall at $x=-L$. An excitation now runs between the wall and the step. At the wall $u$ and $v$ vanish separately. An electron wave $e^{-ik_ex}$ returns as $r_e e^{ik_ex}$ with $e^{ik_eL}+r_ee^{-ik_eL}=0$, so $r_e=-e^{2ik_eL}$. A hole wave $e^{ik_hx}$ returns as $r_he^{-ik_hx}$ with $r_h=-e^{-2ik_hL}$.

We also need the conversion of a hole into an electron. The hole that moves right is $e^{-ik_hx}$, near $-k_F$, and it matches to the second decaying wave, for which $v_0/u_0=e^{i(\alpha-\varphi)}$. With $v=1$ at the step, $u=e^{-i(\alpha-\varphi)}$. This conversion again brings $-\alpha$, but with $+\varphi$, so the pair phase cancels on a round trip. The wave must return to itself:

$$e^{-i\alpha}r_h\,e^{-i\alpha}r_e=e^{2i(k_e-k_h)L-2i\alpha}=1,$$

or $(k_e-k_h)L-\arccos(E/\Delta)=\pi n$ with integer $n$.

Q: Does a direct solution of the equations give that energy?

A: Take $\Delta/\mu=0.02$ and $L=\hbar v_F/\Delta=100/k_F$. With $k_e-k_h\approx E/k_F$ the rule for $n=0$ becomes $2E/\Delta=\arccos(E/\Delta)$, and its root, found numerically with the full $k_e-k_h$, is $E=0.515\,\Delta$.

For comparison, the differential equations were put on a grid of spacing $0.1/k_F$, with three-point second derivatives and a superconductor of length $10\,\hbar v_F/\Delta$. Diagonalizing that matrix gives a level at $0.512\,\Delta$. Halving the spacing moves this level by only $0.0002\,\Delta$, and matching the standing waves $\sin k_e(x+L)$ and $\sin k_h(x+L)$ exactly to the decaying waves also gives $0.512\,\Delta$. So nearly all of the difference of $0.003\,\Delta$ comes from normal reflection at the step, which the rule leaves out. As $L$ changes by half a Fermi wavelength, this difference swings between about $-0.003\,\Delta$ and $+0.003\,\Delta$.

With the opposite sign of the phase the rule would read $2\epsilon+\arccos\epsilon=\pi n$, where $\epsilon=E/\Delta$. On $0\le\epsilon\le1$ the left side is at least $\pi/2$, and it is largest at $\epsilon=\sqrt3/2$, where it equals $2.26$. It never reaches a multiple of $\pi$, so there would be no level at all.

## II. The normal reflection that was neglected

Q: Your result $b=0$ came from setting four different wavevectors equal. How large is $b$ if you do not?

A: Let me restate what is needed. Energies obey $0\le E<\Delta\ll\mu$, in units $\hbar=2m=1$ with $k_F=\sqrt\mu$. The angle is $\alpha=\arccos(E/\Delta)$, and $\Omega=\sqrt{\Delta^2-E^2}$. The wavevectors are $k_e=\sqrt{\mu+E}$ and $k_h=\sqrt{\mu-E}$ in N, and $p=\sqrt{\mu+i\Omega}=P+i\kappa$ and $p^*$ in S. The amplitudes are $a$ for the reflected hole, $b$ for the reflected electron, and $c$ and $d$ for the decaying waves near $+k_F$ and $-k_F$. For $\varphi=0$ the matching conditions are

$$1+b=c+d,\qquad a=c\,e^{-i\alpha}+d\,e^{i\alpha},$$
$$k_e(1-b)=pc-p^*d,\qquad k_ha=pe^{-i\alpha}c-p^*e^{i\alpha}d.$$

With all wavevectors equal they gave $a=e^{-i\alpha}$ and $b=0$. Now solve them as they stand. Insert the second condition into the fourth and collect $c$ and $d$:

$$d\,e^{i\alpha}(k_h+p^*)=c\,e^{-i\alpha}(p-k_h).$$

Hence

$$r\equiv\frac dc=e^{-2i\alpha}\,\frac{p-k_h}{p^*+k_h}.$$

The first condition gives $b=c(1+r)-1$. Put this into the third: $k_e[2-c(1+r)]=c(p-p^*r)$. Therefore

$$c=\frac{2k_e}{D},\qquad D=k_e+p+r(k_e-p^*).$$

Finally $b=[2k_e(1+r)-D]/D$, which is

$$b=\frac{k_e-p+r(k_e+p^*)}{D}.$$

In the Andreev approximation the reflected hole has unit amplitude and phase $-\arccos(E/\Delta)$, with no normal reflection; keeping the four wavevectors distinct has now given a formula for the normal amplitude $b$. It remains to find the size of $b$, the corrections to $a$, and how far these results hold for a real contact.

Numerical values quoted here were computed with a short program.
